\section*{Comment on mixing a 77 K resistivity with a room-temperature path}

\section{The argument under review}

The argument concerns a copper film 100 nm thick, cooled to 77 K. Its author wants the product $\rho_0\lambda$ of bulk resistivity and electron mean free path, because this product sets how strongly surfaces raise the resistivity of a thin conductor. The reasoning runs as follows.

\begin{quote}
The bulk resistivity at 77 K is $0.195~\mu\Omega\,$cm. The table gives a mean free path of 38.8 nm for Cu. Their product is $7.55~\mu\Omega\,\mathrm{cm\,nm}$. Surface scattering therefore adds little to the resistivity of the cold film.
\end{quote}

Each factor is acceptable by itself, but the tabulated path belongs to 300 K. The questions are whether the product may be formed from factors taken at two temperatures and, if not, how large the error is. Here and below, results are computed from unrounded values, so their last digit can differ from what the printed factors give.

\section{What the product depends on}

Take free electrons of density $n$, charge $-e$ and mass $m$, whose momentum relaxes in a transport time $\tau$. In a steady field $E$ the force balances the momentum loss, $-eE=mv/\tau$, so the drift velocity is $v=-eE\tau/m$. The current density is $j=-nev=(ne^2\tau/m)E$. With the transport path defined as $\lambda=v_F\tau$,
\begin{equation}
\rho_0=\frac{m}{ne^2\tau},\qquad
\rho_0\lambda=\frac{m}{ne^2\tau}\,v_F\tau=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2}.
\end{equation}
The time $\tau$ cancels. Filling a sphere of radius $k_F$ with two spins per state gives $n=k_F^3/(3\pi^2)$, hence
\begin{equation}
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.
\label{eq:product}
\end{equation}

The cancellation does not need a sphere. For a general Fermi surface in the relaxation-time approximation,
\begin{align}
\frac1{\rho_0}&=\frac{e^2}{4\pi^3}\int d^3k\,\tau v_x^2\,\delta(E_k-E_F)\nonumber\\
&=\frac{e^2}{4\pi^3\hbar}\int dS\,\lambda\,\frac{v_x^2}{v^2}
=\frac{e^2\lambda S}{12\pi^3\hbar}.
\label{eq:surface}
\end{align}
The second form uses $d^3k\,\delta(E_k-E_F)=dS/(\hbar v)$ and $\tau=\lambda/v$. The third takes $\lambda$ to be the same in all directions. Cubic symmetry then makes the surface integrals of $v_x^2/v^2$, $v_y^2/v^2$ and $v_z^2/v^2$ equal, and since they add up to the area $S$, each is $S/3$. Setting $S=4\pi k_F^2$ recovers Eq.~\eqref{eq:product}. The product thus measures the Fermi surface and does not change with temperature as long as the surface is fixed and $\lambda$ stays isotropic.

For Cu, one electron per atom and a lattice constant of 0.3615 nm give $n=84.67~\mathrm{nm^{-3}}$ and $k_F=13.58~\mathrm{nm^{-1}}$. Equation~\eqref{eq:product} then yields
\begin{equation}
\rho_0\lambda=65.9~\mu\Omega\,\mathrm{cm\,nm}=6.59\times10^{-16}~\Omega\,\mathrm{m^2}.
\end{equation}
With a rough resistivity of $1.70~\mu\Omega\,$cm at 300 K, the path is $65.9/1.70=38.8$ nm, the value quoted in the argument.

\section{What cooling changes}

Cooling removes phonons and lengthens $\tau$. The size of the change follows from adding up the scattering over the angle $\theta$. Let $q=2k_F\sin(\theta/2)$ be the phonon wave number, $x=\hbar\omega/k_BT$, and $N=1/(e^x-1)$ the phonon occupation. In the Debye model, without umklapp processes, four factors enter:
\begin{itemize}
\item Since $q^2=2k_F^2(1-\cos\theta)$, the solid angle gives $\sin\theta\,d\theta=q\,dq/k_F^2$.
\item The squared coupling to lattice strain varies as $q^2/\omega\propto q$.
\item Absorption needs a phonon, a filled initial state and an empty final one. Its average over the Fermi edge is $N\int f(E)[1-f(E+\hbar\omega)]\,dE/k_BT=xN(N+1)$. Emission gives the same amount.
\item The fraction of forward momentum lost is $1-\cos\theta=q^2/(2k_F^2)$.
\end{itemize}
The integrand is therefore proportional to $q^4\,xN(N+1)\,dq$. Since $q\propto xT$, and since $N(N+1)=1/[(e^x-1)(1-e^{-x})]$,
\begin{equation}
\rho_0\propto\left(\frac{T}{\Theta}\right)^5J_5\!\left(\frac{\Theta}{T}\right),\qquad
J_5(y)=\int_0^y\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.
\end{equation}
For $T\gg\Theta$ the integrand tends to $x^3$, so $J_5\to(\Theta/T)^4/4$ and $\rho_0\propto T$. For $T\ll\Theta$ the integral tends to a constant and $\rho_0\propto T^5$. With a rough Debye temperature $\Theta=330$ K, 77 K lies between these limits: the resistivity falls by a factor 8.73, whereas a linear law would give $300/77=3.9$. The factor depends on the choice of $\Theta$: it is 8.2 for 315 K and 9.2 for 343 K, so the 77 K bulk values below are uncertain by about 6\%, and the film resistivity at 77 K by about 3\%. The cold values are
\begin{equation}
\rho_0(77)=\frac{1.70}{8.73}=0.195~\mu\Omega\,\mathrm{cm},\qquad
\lambda(77)=38.8\times8.73=339~\mathrm{nm}.
\end{equation}

\section{The size of the error}

Writing $\lambda(300)=[\rho_0\lambda]/\rho_0(300)$ in the mixed product gives
\begin{equation}
\rho_0(77)\,\lambda(300)=[\rho_0\lambda]\,\frac{\rho_0(77)}{\rho_0(300)}
=65.9\times0.1145=7.55~\mu\Omega\,\mathrm{cm\,nm},
\label{eq:mixed}
\end{equation}
or $0.755\times10^{-16}~\Omega\,\mathrm{m^2}$. This is the number in the argument, and it is too small by the ratio of the two bulk resistivities, $\rho_0(300)/\rho_0(77)=8.73$. The opposite mixture, $\rho_0(300)\lambda(77)=576~\mu\Omega\,\mathrm{cm\,nm}$, is too large by the same factor.

If the bracket in Eq.~\eqref{eq:mixed} means the product at 300 K, the relation is an identity. If it means the product at 77 K, the relation also needs the product to be constant between the two temperatures, which is the content of Eq.~\eqref{eq:surface} and shares its conditions.

Impurities change the factor. Suppose that they add $0.05~\mu\Omega\,$cm to the cold sample, while the tabulated path still refers to pure Cu. The cold resistivity is then $0.245~\mu\Omega\,$cm and the factor is $1.70/0.245=6.95$. On further cooling the phonon part vanishes, and the factor levels off at $1.70/0.05=34$.

\section{Consequence for the film}

Let the film have thickness $d$ and surfaces that scatter diffusely, so that an electron leaving a wall carries no drift. An electron whose direction makes an angle with cosine $u$ to the film normal, at distance $z$ from the wall it came from, has travelled at most $s=z/u$. Its mean path since the last scattering is $\int_0^s e^{-l/\lambda}dl=\lambda(1-e^{-s/\lambda})$. Averaged over $z$ from 0 to $d$, this becomes
\begin{equation}
\bar l(u)=\lambda-\frac{\lambda^2u}{d}\left(1-e^{-d/(\lambda u)}\right).
\label{eq:path}
\end{equation}
A direction contributes to the in-plane current in proportion to the square of its component along the field, which averages to $(1-u^2)/2$ around the normal. Normalizing to the bulk gives the Fuchs--Sondheimer result
\begin{equation}
\frac{\rho_0}{\rho_f}=\frac32\int_0^1(1-u^2)\frac{\bar l(u)}{\lambda}\,du
=1-\frac{3\lambda}{2d}\int_0^1(u-u^3)\left(1-e^{-d/(\lambda u)}\right)du.
\label{eq:fs}
\end{equation}

\textbf{Thick film.} For $d\gg\lambda$ the exponential drops out and the integral is $\frac12-\frac14=\frac14$. To first order in $\lambda/d$,
\begin{equation}
\rho_f-\rho_0=\frac{3}{8}\,\frac{\rho_0\lambda}{d}.
\end{equation}
The addition contains the product alone, so it is the same at both temperatures. For $d=100$ nm it is $3\times65.9/800=0.247~\mu\Omega\,$cm; the mixed product gives $0.028~\mu\Omega\,$cm.

\textbf{Thin film.} For $d\ll\lambda$ most directions reach a wall first, and $\bar l\simeq d/(2u)$ down to $u\sim d/\lambda$. To leading logarithm, Eq.~\eqref{eq:fs} becomes $\rho_0/\rho_f\simeq(3d/4\lambda)\ln(\lambda/d)$, or
\begin{equation}
\rho_f\simeq\frac{4}{3}\,\frac{\rho_0\lambda}{d\,\ln(\lambda/d)}.
\end{equation}
Here the whole resistivity, not just an addition, is proportional to the product, apart from the logarithm.

The film in question has $\lambda/d=3.4$ at 77 K and belongs to neither limit, so Eq.~\eqref{eq:fs} must be evaluated in full. With the right path it gives $0.484~\mu\Omega\,$cm. A simulation of two million random electron paths, each ended by a collision or a wall, gives 0.485. With the 300 K path the same equation gives 0.227, too low by a factor 2.13. The total is less wrong than the product because the bulk part, 0.195, was entered correctly. The surface part alone is $0.289~\mu\Omega\,$cm with the right path and $0.227-0.195=0.032$ with the wrong one.

At 300 K the film has $1.984~\mu\Omega\,$cm, so the surfaces add $0.284~\mu\Omega\,$cm there, nearly the same as at 77 K. The conclusion of the argument is thus reversed: in this film the surface contribution does not shrink on cooling, while the bulk part falls beneath it. Agreement this close between the two additions is particular to the example and to Eq.~\eqref{eq:fs}: outside the thick-film limit the addition depends on $\lambda/d$ as well as on the product, and it also depends on the angular distribution of the scattering, as discussed below.

\section{How constant the product is}

Several effects outside the model change the product or its use.

\textbf{Small corrections.} At fixed density and constant $\lambda$, thermal smearing of the Fermi edge shifts the product by about $10^{-5}$ at 300 K. Contraction matters more. Since $k_F\propto1/a$, the product varies as the square of the lattice constant $a$, and a rough contraction of 0.3\% on cooling lowers it by 0.6\%.

\textbf{Direction-dependent path.} If $\lambda$ varies over the surface, the thick-film effect no longer measures a plain average. By Eq.~\eqref{eq:path} each direction loses $\lambda^2u/d$, and this loss enters the current with the weight $u_x^2$. The combined weight $u_x^2|u_z|$ vanishes along both the current and the film normal, so long paths in oblique directions between them count most. Relative to the isotropic case, the apparent product is multiplied by
\begin{equation}
\frac{8}{9}\,\frac{\langle u_x^2|u_z|\lambda^2\rangle}{\langle u_x^2\lambda\rangle^2},
\end{equation}
where the averages run over a spherical surface, $x$ is the current direction and $z$ the film normal. For constant $\lambda$ the averages are $\lambda^2/8$ and $\lambda/3$, and the ratio is 1. For a cubic variation of 20\% rms, with $x$ and $z$ along cube axes, the product changes by $-10\%$ if the path is longer along the axes and by $+17\%$ if it is shorter. The sign depends on orientation: for a film normal along $[111]$ the changes are $+14\%$ and $-4\%$. An anisotropy that differs between 300 K and 77 K could therefore shift the apparent product by this order, which is still far from a factor of nine.

\textbf{Collision path.} The cancellation holds for the transport path, not for the distance between single collisions, which is $\lambda\langle1-\cos\theta\rangle$. In the Debye model the mean of $1-\cos\theta$ falls from 0.390 at 300 K to 0.310 at 77 K, because colder phonons deflect less. The collision paths are 15.1 nm and 105 nm, and their products with $\rho_0$ are 25.7 and $20.4~\mu\Omega\,\mathrm{cm\,nm}$. These are neither equal to each other nor equal to $\rho_0\lambda$. Equation~\eqref{eq:fs} also treats each scattering event as a complete loss of direction, which the Debye model satisfies at neither temperature. With the Debye angular distribution kept in the Boltzmann equation, the surface addition of the 100 nm film becomes about $0.31~\mu\Omega\,$cm at 77 K and $0.24~\mu\Omega\,$cm at 300 K, and the thick-film coefficient falls from $3/8$ to about 0.31. The surface part still exceeds the bulk part in the cold film. Umklapp processes, left out here, would change these angles in real Cu.

\section{Beside real copper}

The inputs are rough values for pure Cu, and the calculated $0.195~\mu\Omega\,$cm agrees with the known size of its resistivity at 77 K, roughly $0.2~\mu\Omega\,$cm. The real Fermi surface has necks. With a rough neck radius of $0.19\,k_F$, the eight openings take up 7\% of the sphere's area, which indicates an uncertainty of that order in the free-electron product; the bulging of the surface around the necks is left out. The mismatch factor does not depend on the value of the product.

The film estimate takes the surfaces as fully diffuse; partly specular surfaces would add less. It also leaves out grain boundaries, which a polycrystalline film contains. In the Mayadas--Shatzkes model, boundaries spaced by $D$ across the current, with reflection probability $R$, multiply the scattering rate by $1+\alpha/u$. Here $u$ is the cosine to the current and $\alpha=\lambda R/[D(1-R)]$. Then
\begin{equation}
\frac{\rho_0}{\rho_g}=3\int_0^1\frac{u^3}{u+\alpha}\,du\simeq1-\frac{3\alpha}{2}\quad(\alpha\ll1).
\end{equation}
For small $\alpha$ the addition $\frac32\rho_0\alpha$ again contains $\rho_0\lambda$, so the mixed product spoils it by the same factor. For $D=100$ nm and $R=0.25$ at 77 K, $\alpha=1.13$ and the full integral adds $0.302~\mu\Omega\,$cm, about as much as the surfaces. The two effects were computed separately, and their joint value need not be the sum.

\section{Requested correction}

The product should be formed from a resistivity and a transport path at one temperature. If only the 300 K pair is tabulated, it gives $[\rho_0\lambda]=1.70\times38.8=66~\mu\Omega\,\mathrm{cm\,nm}$, and the path in the cold sample follows by division by that sample's own bulk resistivity: $65.9/0.195=339$ nm for pure Cu, or $65.9/0.245\simeq270$ nm with the impurities assumed above. The film estimate should then be repeated with this path. The values used here are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Lattice constant (input): 0.3615 nm
Debye temperature (input): 330 K
Bulk resistivity 300 K (input): 1.70 microohm cm
Film thickness (input): 100 nm
Electron density: 84.67 nm^-3
Fermi wave number: 13.58 nm^-1
Fermi velocity: 1.573 10^6 m/s
Fermi energy: 7.03 eV
Product rho0*lam: 65.91 microohm cm nm
Same product: 6.591 10^-16 ohm m^2
Transport time 300 K: 24.7 fs
Transport time 77 K: 215.4 fs
Bulk resistivity 77 K: 0.1946 microohm cm
Mean free path 300 K: 38.8 nm
Mean free path 77 K: 338.7 nm
Resistivity ratio 300 K / 77 K: 8.73
Resistivity ratio 77 K / 300 K: 0.1145
Mixed product rho(77)*lam(300): 7.55 microohm cm nm
Same mixed product: 0.755 10^-16 ohm m^2
Reverse mixture rho(300)*lam(77): 575.8 microohm cm nm
Thick-film addition, right: 0.2472 microohm cm
Thick-film addition, mixed: 0.0283 microohm cm
Film 77 K, right path: 0.484 microohm cm
Film 77 K, random paths: 0.485 microohm cm
Film 77 K, wrong path: 0.227 microohm cm
Film 77 K, right over wrong: 2.13
Film 300 K: 1.984 microohm cm
Product shift by smearing at 300 K: 1.1e-05
Lattice contraction to 77 K (rough input): 0.3 %
Product change by contraction: -0.60 %
Residual resistivity (input): 0.05 microohm cm
Impure bulk resistivity 77 K: 0.2446 microohm cm
Mismatch factor, impure sample: 6.95
Path anisotropy, rms (input): 20 %
Product change, path longer on axes: -10.1 %
Product change, path shorter on axes: 16.6 %
Neck radius over kF (rough input): 0.19
Area of eight neck openings / sphere: 7.2 %
Mean 1-cos(angle) 300 K: 0.390
Mean 1-cos(angle) 77 K: 0.310
Collision path 300 K: 15.1 nm
Collision path 77 K: 104.9 nm
Grain size (input): 100 nm
Grain-boundary reflection (input): 0.25
Grain-boundary addition 77 K: 0.302 microohm cm
Surface addition 77 K: 0.289 microohm cm
\end{verbatim}
